# Blatt–Biedenharn expansion of unpolarised cross sections with Huby's phase correction, part 1

(Sections cited here and not found follow in the second part.)

## From the scattering matrix to the Legendre expansion

Two fragments with spins $i$ and $I$, in internal state $\alpha$, collide with relative wave number $k$. Their spins are coupled to the channel spin $s$ with projection $m$, and $\chi_{sm}$ denotes this spin state together with the internal state. After the collision the corresponding quantities are $\alpha'$, $k'$, $s'$, $m'$. The incident direction is the $z$ axis. Atomic units are used in the algebra, $\mu$ is the reduced mass and $v=k/\mu$ the relative speed. The forces are rotationally invariant and of short range, so Coulomb scattering between charged fragments is excluded, and the two fragments are distinguishable.

Spherical harmonics carry the Condon–Shortley phase, so that $Y_{lm}^*=(-1)^mY_{l,-m}$. The plain channel functions are

$$
\mathcal Y^{JM}_{ls}=\sum_m\langle l,M-m;s m|JM\rangle\,Y_{l,M-m}\,\chi_{sm},
$$

with the orbital momentum coupled first and the spin second. For each total angular momentum $J$, the matrix $S$ is defined by the solution that has one incoming wave, in the channel $(\alpha ls)$. At large distance it is

$$
\frac1r\Big[\frac{e^{-i(kr-l\pi/2)}}{\sqrt v}\,\mathcal Y^{JM}_{ls}
-\sum_{\alpha'l's'}S_{\alpha'l's';\alpha ls}\,
\frac{e^{i(k'r-l'\pi/2)}}{\sqrt{v'}}\,\mathcal Y^{JM}_{l's'}\Big].
$$

The square roots of the speeds make $|S|^2$ a ratio of fluxes. Without interaction $S$ is the unit matrix, because the bracket must then be a multiple of the regular function $\sin(kr-l\pi/2)$.

The incident wave is

$$
e^{ikz}\chi_{sm}=\sum_l i^l\sqrt{4\pi(2l+1)}\,j_l(kr)\,Y_{l0}\,\chi_{sm}.
$$

At large distance

$$
j_l(kr)\to\frac{i}{2kr}\left[e^{-i(kr-l\pi/2)}-e^{i(kr-l\pi/2)}\right],
$$

and the angular part is $Y_{l0}\chi_{sm}=\sum_J\langle l0sm|Jm\rangle\mathcal Y^{Jm}_{ls}$. To reproduce the incoming part of the plane wave, the solution with labels $J,l$ must be multiplied by

$$
\sqrt v\,\frac{i\sqrt\pi}{k}\,i^l\sqrt{2l+1}\,\langle l0sm|Jm\rangle ,
$$

since $\sqrt{4\pi}/2=\sqrt\pi$. The outgoing part of the full solution contains $-S$, and that of the plane wave contains $-\delta$. Their difference, the scattered wave, contains $\delta-S$. The factor $e^{-il'\pi/2}=i^{-l'}$ remains when $e^{ik'r}/r$ is taken out. The coefficient of $e^{ik'r}/r$ also contains $\sqrt{v/v'}$. The cross section is the ratio of outgoing to incident flux and brings in $v'/v$, so this root cancels if it is absorbed in the definition of $f$ by $d\sigma/d\Omega=|f|^2$. Therefore

$$
f_{m'm}=\frac{i\sqrt\pi}{k}\sum_{Jll'}i^{l-l'}\sqrt{2l+1}\,
\langle l0sm|Jm\rangle\langle l'\nu s'm'|Jm\rangle(\delta-S)\,Y_{l'\nu},
\qquad \nu=m-m'.
$$

For spinless $s$-wave scattering this gives $f=i(1-S)/(2k)=(S-1)/(2ik)$, which fixes the overall sign.

The explicit phase $i^{l-l'}$ disappears if the channel functions are taken as $i^l\mathcal Y^{JM}_{ls}$, with the radial waves unchanged. Let $\tilde S$ be the matrix in this adapted basis. Multiply the defining solution by $i^l$. Its incoming part is then a unit wave in the adapted function, and each outgoing term is $S\,i^l\mathcal Y_{l's'}=S\,i^{l-l'}\,(i^{l'}\mathcal Y_{l's'})$. Hence

$$
\tilde S_{\alpha'l's';\alpha ls}=i^{\,l-l'}S_{\alpha'l's';\alpha ls},\qquad T\equiv\delta-\tilde S ,
$$

and

$$
f_{m'm}=\frac{i\sqrt\pi}{k}\sum_{Jll'}\sqrt{2l+1}\,
\langle l0sm|Jm\rangle\langle l'\nu s'm'|Jm\rangle\,T\,Y_{l'\nu}.
$$

The adapted basis is the natural one under time reversal. Let $\Theta$ be the antiunitary time-reversal operator, and choose the phases of the internal states so that $\Theta\chi_{sm}=(-1)^{s-m}\chi_{s,-m}$ with no further sign. Such internal states will be called time-reversal even. On the orbital part, $\Theta Y_{lm}=(-1)^mY_{l,-m}$. In $\Theta\mathcal Y^{JM}_{ls}$ these two signs combine to $(-1)^{M-m+s-m}=(-1)^{M-s}$, because $2m$ and $2s$ differ by an even number. Reversing all projections in the Clebsch–Gordan coefficient gives $(-1)^{l+s-J}$. Thus

$$
\Theta\mathcal Y^{JM}_{ls}=(-1)^{l}(-1)^{J-M}\mathcal Y^{J,-M}_{ls},\qquad
\Theta\,(i^l\mathcal Y^{JM}_{ls})=(-1)^{J-M}\,i^l\mathcal Y^{J,-M}_{ls}.
$$

The second relation holds because $\Theta$ turns $i^l$ into $(-i)^l$, and $(-i)^l(-1)^l=i^l$. If the interaction is invariant under $\Theta$, its matrix element between two adapted functions with projection $M$ is the complex conjugate of the element with projection $-M$. Rotational invariance makes the two equal. The coupling potentials in the adapted basis are therefore real and, being Hermitian, symmetric.

Symmetric potentials give a symmetric $\tilde S$. To see this for local potentials, let $u_c$ and $w_c$ be the radial components of two regular solutions at the same energy, where $c$ labels channels. The radial equations give

$$
\frac{d}{dr}\sum_c\frac1{\mu_c}\left(u_cw_c'-u_c'w_c\right)=0 ,
$$

since the potential terms cancel by symmetry. The sum vanishes at the origin and hence everywhere. Closed channels do not contribute at large distance. Insert there the solutions with incoming waves in channels $p$ and $q$. With $I_c$ and $O_c$ the incoming and outgoing exponentials, $I_c'=-ik_cI_c$, $O_c'=ik_cO_c$ and $I_cO_c=1$. The terms in $I_c^2$ and $O_c^2$ cancel, and the mixed ones leave $2i(\tilde S_{qp}-\tilde S_{pq})=0$.

For a polarisation-free beam of given channel spin, the cross section is the mean over $m$ and the sum over $m'$ of $|f_{m'm}|^2$. Let the index 1 mark quantities from $f^*$ and the index 2 those from $f$. The product formula for spherical harmonics, with $Y_{L0}=\sqrt{(2L+1)/4\pi}\,P_L$, gives

$$
Y^*_{l_1'\nu}Y_{l_2'\nu}=(-1)^\nu\sum_L\frac{\sqrt{(2l_1'+1)(2l_2'+1)}}{4\pi}
\langle l_1'0l_2'0|L0\rangle\langle l_1',-\nu;l_2'\nu|L0\rangle P_L(\cos\theta).
$$

The azimuth has dropped out. The coefficient $\langle l_1'0l_2'0|L0\rangle$ vanishes unless $l_1'+l_2'+L$ is even.

The projection sums are done with $3j$ symbols, defined through

$$
\langle j_1m_1j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\sqrt{2J+1}
\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix}.
$$

A cyclic permutation of columns leaves a $3j$ symbol unchanged. An exchange of two columns, or a reversal of all projections, multiplies it by $(-1)^{j_1+j_2+J}$. A product of three such symbols, joined in a triangle by sums over internal projections, is a rotational invariant of the three remaining momenta. It must be proportional to their single $3j$ symbol, and the factor is the $6j$ symbol:

$$
\begin{aligned}
&\sum_{\mu_1\mu_2\mu_3}(-1)^{b_1+b_2+b_3+\mu_1+\mu_2+\mu_3}
\begin{pmatrix}a_1&b_2&b_3\\m_1&\mu_2&-\mu_3\end{pmatrix}
\begin{pmatrix}b_1&a_2&b_3\\-\mu_1&m_2&\mu_3\end{pmatrix}
\begin{pmatrix}b_1&b_2&a_3\\\mu_1&-\mu_2&m_3\end{pmatrix}\\
&\qquad=\begin{pmatrix}a_1&a_2&a_3\\m_1&m_2&m_3\end{pmatrix}
\begin{Bmatrix}a_1&a_2&a_3\\b_1&b_2&b_3\end{Bmatrix}.
\end{aligned}
$$

The $6j$ symbol is unchanged by permuting its columns and by exchanging upper and lower entries in two columns at once.

The sum over final projections at fixed $m$ is

$$
G=\sum_{m'}(-1)^\nu\langle l_1',-\nu;l_2'\nu|L0\rangle
\langle l_1'\nu s'm'|J_1m\rangle\langle l_2'\nu s'm'|J_2m\rangle .
$$

Take $(a_1,a_2,a_3)=(J_1,J_2,L)$ and $(b_1,b_2,b_3)=(l_2',l_1',s')$ in the identity, with $m_1=-m$, $m_2=m$, $m_3=0$, $\mu_1=\mu_2=\nu$ and $\mu_3=-m'$. The first symbol becomes that of $\langle l_1'\nu s'm'|J_1m\rangle$ by a cyclic permutation. The second becomes that of $\langle l_2'\nu s'm'|J_2m\rangle$ by one reversal and one exchange, whose signs cancel. The third needs one exchange, with sign $(-1)^{l_1'+l_2'+L}=1$. The phase in the identity is $(-1)^{l_1'+l_2'+s'-m'}$, as $2\nu$ is even. Converting the three Clebsch–Gordan coefficients gives the sign $(-1)^{2l_1'-2s'+2m}=1$. Finally $(-1)^\nu=(-1)^{m-s'}(-1)^{s'-m'}$ and $(-1)^{l_1'+l_2'}=(-1)^L$, so

$$
G=(-1)^{L+m-s'}\sqrt{(2L+1)(2J_1+1)(2J_2+1)}
\begin{pmatrix}J_1&J_2&L\\-m&m&0\end{pmatrix}
\begin{Bmatrix}J_1&J_2&L\\l_2'&l_1'&s'\end{Bmatrix}.
$$

The remaining sum over $m$ contains the initial coefficients. Write $(-1)^{m-s'}=(-1)^{s'-s}(-1)^{s-m}$, which is allowed because all these differences are integers. The quantity needed is

$$
H=\sum_m(-1)^{s-m}\langle l_10sm|J_1m\rangle\langle l_20sm|J_2m\rangle
\begin{pmatrix}J_1&J_2&L\\-m&m&0\end{pmatrix}.
$$

Use the identity again with $(a_1,a_2,a_3)=(l_1,l_2,L)$, $(b_1,b_2,b_3)=(J_2,J_1,s)$, outer projections zero and every $\mu$ equal to $-m$. Its phase is $(-1)^{J_1+J_2+s-3m}$. Bringing the first two symbols to the order in $H$ costs $(-1)^{l_1+J_1+s}$ and $(-1)^{l_2+J_2+s}$; the third costs an exchange and a reversal, which cancel. Since $2(J_1+J_2)$ is even, the total sign is $(-1)^{l_1+l_2+s-m}$. The conversion of the two coefficients in $H$ gives $(-1)^{l_1+l_2}$, which removes the same factor. Hence

$$
H=\sqrt{(2J_1+1)(2J_2+1)}
\begin{pmatrix}l_1&l_2&L\\0&0&0\end{pmatrix}
\begin{Bmatrix}l_1&l_2&L\\J_2&J_1&s\end{Bmatrix}.
$$

The $3j$ symbol here equals $(-1)^{l_1-l_2}\langle l_10l_20|L0\rangle/\sqrt{2L+1}$. It requires $l_1+l_2+L$ even, so its sign is $(-1)^L$ and cancels the $(-1)^L$ in $G$. The factors $\sqrt{2L+1}$ cancel too. With the Racah coefficient

$$
W(l_1J_1l_2J_2;sL)=(-1)^{l_1+J_1+l_2+J_2}
\begin{Bmatrix}l_1&J_1&s\\J_2&l_2&L\end{Bmatrix},
$$

both $6j$ symbols above become $W$ coefficients by the stated symmetries. The product of their two signs is $+1$, because $l_1+l_2$ and $l_1'+l_2'$ have the parity of $L$. Define

$$
\bar Z(l_1J_1l_2J_2;sL)=\sqrt{(2l_1+1)(2l_2+1)(2J_1+1)(2J_2+1)}\,
\langle l_10l_20|L0\rangle\,W(l_1J_1l_2J_2;sL).
$$

The constant is $(\pi/k^2)(1/4\pi)=1/(4k^2)$, and the result is

$$
\frac{d\sigma_{s\to s'}}{d\Omega}=\frac1{k^2(2s+1)}\sum_LB_LP_L(\cos\theta),
$$

$$
B_L=\frac{(-1)^{s'-s}}4\sum\bar Z(l_1J_1l_2J_2;sL)\,
\bar Z(l_1'J_1l_2'J_2;s'L)\,\mathrm{Re}(T_1^*T_2).
$$

The sum runs over both sets $J,l,l'$. The real part appears because $\bar Z$ is symmetric under exchange of the sets 1 and 2.

## Phase convention, unpolarised fragments and a two-channel model

The symbols carried over are these. $S$ is the scattering matrix for channel functions built from plain $Y_{lm}$, and $\tilde S=i^{l-l'}S$ is the matrix for functions built from $i^lY_{lm}$. Unprimed and primed letters refer to the initial and final channels, $s$ is the channel spin, and $T=\delta-\tilde S$. The cross section is $[k^2(2s+1)]^{-1}\sum_LB_LP_L$, where $B_L$ contains two coefficients $\bar Z$ without powers of $i$ and the interference term $\mathrm{Re}(T_1^*T_2)$. For time-reversal-even internal states and an invariant interaction, $\tilde S$ is symmetric.

The same cross section can be written with the plain matrix. From $\tilde S=i^{l-l'}S$,

$$
T_1^*T_2=i^{\,l_2-l_1}\,i^{\,l_1'-l_2'}\,(\delta-S)_1^*(\delta-S)_2 .
$$

Reversing the second exponent costs $(-1)^{l_1'-l_2'}$, which equals $(-1)^L=i^{2L}$ wherever $\bar Z$ is nonzero. The phases are therefore $i^{L-l_1+l_2}\,i^{L-l_1'+l_2'}$, and they can be absorbed in

$$
Z(l_1J_1l_2J_2;sL)=i^{\,L-l_1+l_2}\,\bar Z(l_1J_1l_2J_2;sL).
$$

Two combinations are correct: $Z$ with $S$, and $\bar Z$ with $\tilde S$. Huby's phase correction is the removal of $i^{L-l_1+l_2}$ when the matrix is the symmetric one of the adapted basis. If $Z$ is combined with $\tilde S$ instead, each interference term acquires the spurious factor

$$
i^{\,\eta_1-\eta_2},\qquad \eta=l'-l .
$$

Wherever both coefficients $\bar Z$ are nonzero, $l_1+l_2$ and $l_1'+l_2'$ have the parity of $L$. So $\eta_1-\eta_2$ is even and the factor is $\pm1$, whether or not parity is conserved. It is $-1$ when $\eta_1$ and $\eta_2$ differ by $2, 6,\dots$, and $+1$ when they differ by a multiple of 4. The error is thus a wrong sign of certain interferences. It does no harm if $l$ never changes.

Symmetry of a matrix does not by itself show which coefficient belongs to it. Suppose $l'-l$ is odd between internal states $a$ and $b$. Then $S_{ab}=-S_{ba}$ in the plain basis. Replace $|b\rangle$ by $-i|b\rangle$. The coefficient of an outgoing wave in $b$ is multiplied by $i$, and the reverse element by $-i$. The new elements are $iS_{ba}$ and $-iS_{ab}=iS_{ba}$, so the plain-basis matrix is now symmetric as well. The new internal state is odd under time reversal. This change multiplies the whole amplitude from $a$ to $b$ by one phase, and $Z$ remains the correct coefficient. The orbital basis in which $S$ was computed decides the matter.

The Legendre expansion for given channel spins is now established, together with its two correct pairings: $\bar Z$ with $\tilde S$, and $Z$ with $S$. What remains is to extend it to unpolarised fragments and to show the effect of a phase mismatch in a two-channel model.
